\section*{Effective Carrier Lifetime in a Symmetrically Passivated Wafer, part 1}

(Sections cited here and not found follow in the second part.)

\section{Decay modes and the effective lifetime}

\subsection{Definitions and conventions}

A wafer of thickness $W$ occupies $-h\le x\le h$, where $h=W/2$. Its excess carrier density is $n(x,t)$: the density of electrons, or equally of holes, above the equilibrium value. Define the mean density and the mean of the two edge densities by
\begin{equation}
\bar n(t)=\frac1W\int_{-h}^{h}n(x,t)\,dx,\qquad
n_s(t)=\frac{n(h,t)+n(-h,t)}{2}.
\label{eq:means}
\end{equation}
The bulk lifetime is $\tau_b$, the diffusion coefficient is $D$, and the surface recombination velocity is $S$. The last quantity is defined by the statement that each face removes $S\,n$ carrier pairs per unit area and time, with $n$ taken at that face.

After the light source has been switched off, the density obeys
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.
\label{eq:pde}
\end{equation}
The particle flux in the direction of increasing $x$ is $-D\,\partial n/\partial x$. At the right face the outward direction is that of increasing $x$; at the left face it is the opposite. Equating the outward flux to the surface loss gives
\begin{equation}
-D\frac{\partial n}{\partial x}\Big|_{h}=S\,n(h,t),\qquad
+D\frac{\partial n}{\partial x}\Big|_{-h}=S\,n(-h,t).
\label{eq:bc}
\end{equation}
The opposite signs express the same physical process: both faces remove carriers.

Two dimensionless quantities will be used throughout,
\begin{equation}
s=\frac{Sh}{D}=\frac{SW}{2D},\qquad z=\alpha h=\frac{\alpha W}{2},
\label{eq:dimensionless}
\end{equation}
where $\alpha$ is the wave number of a decay mode. The number $s$ compares the time $h^2/D$, which sets the scale for diffusion across half the wafer, with the time $h/S$ in which the surfaces, removing carriers at the initial rate, would empty a wafer of uniform density.

\subsection{Assumptions}

The density varies through the thickness only, so the illuminated area is uniform and its edges are far away. Electrons and holes move together in a quasi-neutral region, with $D$ the coefficient for this joint motion; at low injection it is close to that of the minority carriers, because the majority carriers are so numerous that a field too weak to move the minority carriers appreciably keeps the region neutral. No drift field acts on the excess carriers inside this region. If there is a charged layer at a face, the boundary is placed at the inner edge of that layer, and $S$ describes all recombination beyond it.

The quantities $D$, $\tau_b$ and $S$ are positive and independent of position, time and density. The last condition restricts the injection range: if $\tau_b$ or $S$ changes as the density falls, the equations are not linear and the relative decay rate changes with the density. The theorem on the late decay then applies once both quantities have settled to constant low-density values. Before that, the balance of carriers in Lemma 1 still holds at each instant if the profile is nearly flat: for $s\ll1$ and a decay slow compared with diffusion across the wafer, the rate is close to $1/\tau_b+2S/W$ with $\tau_b$ and $S$ taken at the current mean density. Trapping and the reabsorption of emitted light are left out. The measured signal is taken to be proportional to $\bar n$.

The initial density $n_0(x)$ is non-negative, square-integrable and not zero everywhere.

\subsection{Theorem}

Under these assumptions the following statements hold.

(i) At late times the relative decay rate of the mean density tends to
\begin{equation}
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+D\alpha^2,\qquad
z\tan z=s,\qquad 0<z<\frac{\pi}{2}.
\label{eq:main}
\end{equation}

(ii) The surface part of the lifetime, $\tau_s=1/(D\alpha^2)$, satisfies
\begin{equation}
\frac{W}{2S}+\frac{W^2}{12D}<\tau_s<\frac{W}{2S}+\frac{W^2}{\pi^2D}.
\label{eq:bounds}
\end{equation}

(iii) As $s\to0$,
\begin{equation}
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac{2S}{W}-\frac{S^2}{3D}
+\frac{2S^3W}{45D^2}+\frac{D}{W^2}\,O(s^4).
\label{eq:series}
\end{equation}

The first two terms of \eqref{eq:series} are the simple law for low surface recombination. Part (i) is proved in this half, parts (ii) and (iii) in the next.

\subsection{Lemma 1: the balance of carriers}

Whenever $\bar n>0$,
\begin{equation}
-\frac1{\bar n}\frac{d\bar n}{dt}
=\frac1{\tau_b}+\frac{2S}{W}\,\frac{n_s}{\bar n}.
\label{eq:balance}
\end{equation}

\emph{Proof.} Integrate \eqref{eq:pde} over the wafer. The second derivative integrates to the difference of the edge slopes:
\begin{equation}
W\frac{d\bar n}{dt}
=D\frac{\partial n}{\partial x}\Big|_{h}
-D\frac{\partial n}{\partial x}\Big|_{-h}-\frac{W\bar n}{\tau_b}.
\end{equation}
By \eqref{eq:bc} the first term on the right is $-S\,n(h,t)$ and the second is $-S\,n(-h,t)$. Their sum is $-2Sn_s$, so
\begin{equation}
W\frac{d\bar n}{dt}=-2Sn_s-\frac{W\bar n}{\tau_b}.
\end{equation}
Division by $-W\bar n$ gives \eqref{eq:balance}. $\square$

\emph{Remark.} The factor 2 counts the faces, and $1/W$ is the ratio of the area of one face to the volume. The simple law results if $n_s=\bar n$, that is, if the surfaces see the mean density. Surface recombination itself works against this equality, because it draws down the density at the edges. Diffusion must refill the edges quickly enough for the difference to stay small. The remaining task is to find $n_s/\bar n$ at late times.

\subsection{Lemma 2: the modes}

Bulk recombination is the same everywhere, so it can be factored out. Put $n=e^{-t/\tau_b}u$. Then
\begin{equation}
\frac{\partial n}{\partial t}
=e^{-t/\tau_b}\left(\frac{\partial u}{\partial t}-\frac{u}{\tau_b}\right),
\end{equation}
and the bulk term cancels from \eqref{eq:pde}. What remains is $\partial u/\partial t=D\,\partial^2u/\partial x^2$, with the boundary conditions \eqref{eq:bc} unchanged. Seek solutions $u=\varphi(x)e^{-\nu t}$, for which
\begin{equation}
D\varphi''=-\nu\varphi,\qquad
-D\varphi'(h)=S\varphi(h),\qquad D\varphi'(-h)=S\varphi(-h).
\label{eq:eigen}
\end{equation}

The claim is that every mode is either even or odd, that the allowed values of $z$ are the positive roots of
\begin{equation}
\text{even: } z\tan z=s,\qquad \text{odd: } z\cot z=-s,
\label{eq:roots}
\end{equation}
and that the slowest mode is even, with $0<z<\pi/2$.

\emph{Proof.} First, $\nu$ is real and positive. Multiply the differential equation by $-\varphi^*$, integrate, and integrate by parts:
\begin{align}
\nu\int_{-h}^{h}|\varphi|^2dx
&=-D\big[\varphi^*\varphi'\big]_{-h}^{h}+D\int_{-h}^{h}|\varphi'|^2dx
\nonumber\\
&=S|\varphi(h)|^2+S|\varphi(-h)|^2+D\int_{-h}^{h}|\varphi'|^2dx .
\label{eq:positive}
\end{align}
The second line uses both conditions in \eqref{eq:eigen}. Its right-hand side is not negative. It could vanish only for a constant $\varphi$ that is zero at the faces, hence for $\varphi=0$, which is not a mode. Therefore $\nu>0$, and we may write $\nu=D\alpha^2$ with $\alpha>0$.

The general solution is $\varphi=a\cos\alpha x+b\sin\alpha x$. Its slope is $\varphi'=-a\alpha\sin\alpha x+b\alpha\cos\alpha x$. The conditions at the right and left face become
\begin{align}
D\alpha(a\sin z-b\cos z)&=S(a\cos z+b\sin z),\\
D\alpha(a\sin z+b\cos z)&=S(a\cos z-b\sin z).
\end{align}
Half the sum and half the difference of these two lines are
\begin{equation}
a(D\alpha\sin z-S\cos z)=0,\qquad
b(D\alpha\cos z+S\sin z)=0.
\end{equation}
Multiplication by $h/D$ turns the brackets into $z\sin z-s\cos z$ and $z\cos z+s\sin z$. They cannot both vanish: $\sin z$ times the first plus $\cos z$ times the second equals $z$, which is positive. Hence either $b=0$ and the mode is even, or $a=0$ and the mode is odd. In the even case $\cos z\ne0$, since otherwise $z\sin z$ would have to vanish as well; division by $\cos z$ gives the first equation in \eqref{eq:roots}. In the odd case $\sin z\neq0$ for the same reason, and division by $\sin z$ gives the second.

For even modes $\tan z$ must be positive. This restricts $z$ to the intervals $m\pi<z<m\pi+\pi/2$, with $m=0,1,2,\dots$ In each of them $z\tan z$ is a product of two positive increasing functions and rises from 0 to infinity, so it takes the value $s$ once. Call this root $z_m$.

For odd modes $\cot z$ must be negative, so that $m\pi+\pi/2<z<(m+1)\pi$. There $-z\cot z$ has the derivative $-\cot z+z/\sin^2z>0$ and rises from 0 to infinity. Each interval again holds one root.

Even and odd roots therefore alternate. The smallest is $z_0$, which lies below $\pi/2$, while the lowest odd root lies above it. $\square$

\emph{Remark.} The lowest mode is $\cos\alpha x$ with $\alpha h<\pi/2$, so it has no zero in the wafer. Neither its shape nor its surface rate depends on $\tau_b$. The diffusion length $L=\sqrt{D\tau_b}$ therefore does not enter the limiting surface rate. It does decide whether that limit can be observed. The higher modes die out relative to the lowest on a time set by $h^2/D$ and $s$, whatever the value of $\tau_b$, and for $L\ll W$ this time spans many bulk lifetimes. Take $W=200\,\mu$m, $D=20$ cm$^2$/s, $S=10^4$ cm/s and a uniform start: the surface part of the rate comes within 5\% of $D\alpha^2$ after about $0.86\,\mu$s, and for $\tau_b=0.1\,\mu$s the mean density has by then fallen to about $10^{-4}$ of its initial value.

\subsection{Lemma 3: expansion in modes}

Modes with different rates are orthogonal. For two real modes, \eqref{eq:eigen} gives
\begin{equation}
(\nu_1-\nu_2)\int_{-h}^{h}\varphi_1\varphi_2\,dx
=-D\big[\varphi_1'\varphi_2-\varphi_1\varphi_2'\big]_{-h}^{h}=0.
\end{equation}
The bracket vanishes at each face because the ratio $\varphi'/\varphi$ is prescribed there and is the same for both modes.

Problem \eqref{eq:eigen} is a regular Sturm--Liouville problem. The standard theorem for such problems says that the modes are complete for square-integrable functions, and this result is taken over here without proof. The even part of the initial density thus has coefficients
\begin{equation}
a_m=\frac{\int_{-h}^{h}n_0\cos\alpha_mx\,dx}
{\int_{-h}^{h}\cos^2\alpha_mx\,dx},\qquad
\int_{-h}^{h}\cos^2\alpha_mx\,dx
=h\left(1+\frac{\sin2z_m}{2z_m}\right).
\label{eq:coeff}
\end{equation}
The norm follows from $\cos^2\theta=(1+\cos2\theta)/2$. Odd modes integrate to zero, and the mean of $\cos\alpha_mx$ is $\sin z_m/z_m$. Hence, for $t>0$,
\begin{equation}
\bar n(t)=\sum_{m=0}^{\infty}a_m\frac{\sin z_m}{z_m}
\,e^{-R_mt},\qquad R_m=\frac1{\tau_b}+D\alpha_m^2 .
\label{eq:meansum}
\end{equation}

\subsection{Proof of part (i)}

The lowest mode is positive throughout the wafer. Since $n_0$ is non-negative and not zero, $a_0>0$; also $\sin z_0>0$. The leading term of \eqref{eq:meansum} is therefore present and positive.

The other coefficients are bounded. For even modes $\sin z_m$ and $\cos z_m$ have the same sign, so $\sin2z_m>0$ and the norm in \eqref{eq:coeff} exceeds $h$. This gives $|a_m|\le h^{-1}\int n_0\,dx=2\bar n(0)$. Divide \eqref{eq:meansum} and its time derivative by $e^{-R_0t}$. Every term with $m\ge1$ then carries $e^{-(R_m-R_0)t}$, and $R_m$ grows as $m^2$. The sums over $m\ge1$ converge for $t>0$ and tend to zero as $t\to\infty$, also with the additional factor $R_m$ from the derivative. Hence $-\dot{\bar n}/\bar n\to R_0$, which is \eqref{eq:main}. $\square$

\emph{Link with the balance.} In the lowest mode the edge density is proportional to $\cos z$ and the mean to $\sin z/z$, so
\begin{equation}
\frac{n_s}{\bar n}=z\cot z .
\label{eq:edgeratio}
\end{equation}
Insert this into \eqref{eq:balance}. Since $2S/W=4Ds/W^2$ and $s\cot z=z$, the surface term is $4Dz^2/W^2=D\alpha^2$, in agreement with \eqref{eq:main}.

\subsection{Remark: how long the transient lasts}

Let the initial density be uniform, $n_0=N$. Then \eqref{eq:coeff} and \eqref{eq:meansum} give $\bar n/N=\sum_mw_me^{-R_mt}$ with
\begin{equation}
w_m=\frac{2\sin^2z_m/z_m^2}{1+\sin z_m\cos z_m/z_m}.
\end{equation}
From $\tan z_m=s/z_m$ follow $\sin^2z_m=s^2/(z_m^2+s^2)$ and $\sin z_m\cos z_m=sz_m/(z_m^2+s^2)$. Substitution and cancellation of $z_m^2+s^2$ yield
\begin{equation}
w_m=\frac{2s^2}{z_m^2(z_m^2+s^2+s)} .
\label{eq:weights}
\end{equation}
All weights are positive. The instantaneous rate $R(t)=-\dot{\bar n}/\bar n$ is thus an average of the $R_m$ with positive weights $w_me^{-R_mt}$, and differentiation gives
\begin{equation}
\frac{dR}{dt}=-\left(\langle R_m^2\rangle-\langle R_m\rangle^2\right)<0 .
\end{equation}
After a uniform start the instantaneous lifetime $1/R$ therefore rises towards $\tau_{\rm eff}$ from below. A value read too early is too short. For other initial profiles some coefficients can be negative, and this monotonic approach is not guaranteed.

\section{The low-recombination limit, its error and its use}

Part (i) of the theorem is now proved: at late times the relative decay rate of the mean density tends to $1/\tau_b+D\alpha^2$, with $z\tan z=s$ and $0<z<\pi/2$. The bounds on $\tau_s$ in part (ii) and the expansion for small $s$ in part (iii) remain to be proved.
